# Ioffe-Regel estimate for a disordered single-valley telluride: a program that tests the result

```python
"""Result under test: for one isotropic, spin-degenerate valley,
    k_F l = hbar k_F^2 mu / e,   k_F = (3 pi^2 p)^(1/3),
which is about 0.14 for p = 1e20 cm^-3 and mu = 1 cm^2/(V s).
p: hole density, mu: drift mobility, k_F: Fermi wavevector,
l = v_F tau: mean free path, tau: relaxation time, e > 0.
The Ioffe-Regel limit is taken as k_F l = 1.
SI units are used inside unless a comment says otherwise."""
import numpy as np
from scipy.constants import hbar, e, m_e, k as k_B, pi
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import expit


def fermi_wavevector(density, degeneracy=2):
    return (6 * pi**2 * density / degeneracy) ** (1 / 3)


def kl_formula(density, mobility, degeneracy=2):
    return hbar * fermi_wavevector(density, degeneracy)**2 * mobility / e


p = 1e20 * 1e6
mu = 1.0 * 1e-4
spacing = 0.3e-9          # rough nearest-neighbour distance
k_F = fermi_wavevector(p)
path = hbar * k_F * mu / e
kl = kl_formula(p, mu)

# Test: count allowed wavevectors of a periodic box inside the Fermi sphere.
n = np.arange(-32, 33)
n_squared = (n[:, None, None]**2 + n[None, :, None]**2
             + n[None, None, :]**2)
radius = 30.3
inside = np.count_nonzero(n_squared <= radius**2)
for g in (1, 2, 8):
    box = 2 * pi * radius / fermi_wavevector(p, g)
    # finite box: surface fluctuations of the count are below one percent
    assert abs(g * inside / box**3 / p - 1) < 0.01


def boltzmann(mass, alpha, power, tau_F):
    """Density, mobility and l from integrals over k at low temperature.
    Band: E (1 + alpha E) = hbar^2 k^2 / (2 mass); tau ~ E^power."""
    k = k_F * np.linspace(1e-3, 1.3, 60001)

    def energy(q):
        kinetic = hbar**2 * q**2 / (2 * mass)
        return 2 * kinetic / (1 + np.sqrt(1 + 4 * alpha * kinetic))

    E, E_top = energy(k), energy(k_F)
    thermal = 0.005 * E_top
    velocity = np.gradient(E, k) / hbar
    f = expit(-(E - E_top) / thermal)
    slope = f * (1 - f) / thermal
    tau = tau_F * (E / E_top)**power
    density = trapezoid(k**2 * f, k) / pi**2
    sigma = e**2 / (3 * pi**2) * trapezoid(
        k**2 * velocity**2 * tau * slope, k)
    v_F = np.interp(k_F, k, velocity)
    return density, sigma / (density * e), v_F * tau_F


# Test: mass, band shape and energy dependence of tau all drop out.
for mass in (0.3 * m_e, m_e):
    for alpha in (0.0, 5 / e):
        for power in (-0.5, 0.0, 1.0):
            dens, mob, free_path = boltzmann(mass, alpha, power, 1e-15)
            # remaining error: thermal smearing of order (0.005)^2
            assert abs(dens / p - 1) < 1e-3
            assert abs(kl_formula(p, mob) / (k_F * free_path) - 1) < 1e-3

# Thresholds at k_F l = 1, checked with the same transport integrals.
mu_limit = e / (hbar * k_F**2)
sigma_limit = e**2 * k_F / (3 * pi**2 * hbar)
p_limit = (e / (hbar * mu))**1.5 / (3 * pi**2)
dens, mob, free_path = boltzmann(m_e, 0.0, 0.0, m_e / (hbar * k_F**2))
assert abs(k_F * free_path - 1) < 1e-3
assert abs(mob / mu_limit - 1) < 1e-3
assert abs(dens * e * mob / sigma_limit - 1) < 1e-3
root_p = brentq(lambda s: kl_formula(s * p, mu) - 1, 0.1, 1000)
assert abs(root_p * p / p_limit - 1) < 1e-8


# Test: momentum width of a wave with probability exp(-x/l), x > 0.
def spectrum(q_times_l):
    real = quad(lambda s: np.exp(-s / 2) * np.cos(q_times_l * s),
                0, 80, limit=300)[0]
    imag = quad(lambda s: np.exp(-s / 2) * np.sin(q_times_l * s),
                0, 80, limit=300)[0]
    return real**2 + imag**2


peak = spectrum(0.0)
half_width = brentq(lambda q: spectrum(q) - peak / 2, 0.01, 3)
relative_width = 2 * half_width / path / k_F
assert abs(relative_width * kl - 1) < 1e-6


# Thermal factor: transport average of k^2 divided by k_F^2, constant tau.
def thermal_factor(mass, temperature):
    ratio = hbar**2 * k_F**2 / (2 * mass * k_B * temperature)
    y = np.linspace(0, 10, 20001)
    x = y**2              # energy in units of k_B T

    def occupied(eta):
        return trapezoid(2 * y**2 * expit(eta - x), y)

    eta = brentq(lambda t: occupied(t) - 2 / 3 * ratio**1.5, -15, 70)
    f = expit(eta - x)
    slope = f * (1 - f)
    transport = (trapezoid(2 * y * x**2.5 * slope, y)
                 / trapezoid(2 * y * x**1.5 * slope, y))
    carrier = trapezoid(2 * y * x**1.5 * f, y) / occupied(eta)
    assert abs(transport / (5 / 3 * carrier) - 1) < 1e-5
    return transport / ratio


assert abs(thermal_factor(m_e, 20.0) - 1) < 0.01

# Anisotropy: ellipsoid with mass ratio K; here hbar = e = tau = m_t = 1.
K = 10.0
grid = np.linspace(-1.3, 1.3, 81)
kx, ky, kz = np.meshgrid(grid, grid, grid * np.sqrt(K), indexing="ij")
velocities = (kx, ky, kz / K)
E = 0.5 * (kx**2 + ky**2 + kz**2 / K)
thermal = 0.025
f = expit(-(E - 0.5) / thermal)
slope = f * (1 - f) / thermal
cell = (grid[1] - grid[0])**3 * np.sqrt(K)
density = 2 * f.sum() * cell / (2 * pi)**3
mobilities = np.array([2 * (v**2 * slope).sum() * cell / (2 * pi)**3
                       for v in velocities]) / density
k_dot_l = (((kx * velocities[0] + ky * velocities[1]
             + kz * velocities[2]) * slope).sum() / slope.sum())
isotropic = (3 * pi**2 * density)**(2 / 3)
parallel_sum = k_dot_l / (isotropic * mobilities.mean())
series_sum = k_dot_l * (1 / mobilities).mean() / isotropic
parallel = 3 * K**(2 / 3) / (1 + 2 * K)
series = (K + 2) / (3 * K**(1 / 3))
# tolerance covers the thermal smearing used to make the sum smooth
assert abs(parallel_sum / parallel - 1) < 0.01
assert abs(series_sum / series - 1) < 0.01

# Numbers that need a mass: free-electron mass assumed.
E_F = hbar**2 * k_F**2 / (2 * m_e)
tau = m_e * mu / e
assert abs((hbar / tau) / E_F / (2 / kl) - 1) < 1e-10

# The claims of the example.
kl_valleys = kl_formula(p, mu, 8)
kl_split = kl_formula(p, mu, 1)
kl_inputs = kl_formula(3 * p, 2 * mu)
hot = thermal_factor(m_e, 358.0)
kl_product = kl_split * hot * series
assert round(kl, 2) == 0.14
assert path < spacing
assert max(kl_valleys, kl_split, kl_inputs, kl_product) < 1

print(f"hole density p = {p * 1e-6:.1e} cm^-3")
print(f"mobility mu = {mu * 1e4:.1f} cm^2/(V s)")
print(f"Fermi wavevector k_F = {k_F * 1e-9:.3f} nm^-1")
print(f"Fermi wavelength 2 pi/k_F = {2 * pi / k_F * 1e9:.2f} nm")
print(f"formal mean free path l = {path * 1e9:.4f} nm")
print(f"k_F l = {kl:.4f} (dimensionless)")
print(f"rough atomic spacing a = {spacing * 1e9:.1f} nm")
print(f"l/a = {path / spacing:.3f} (dimensionless)")
print(f"mobility for l = a: {e * spacing / (hbar * k_F) * 1e4:.2f} "
      "cm^2/(V s)")
print(f"momentum width/k_F = {relative_width:.2f} (dimensionless)")
print(f"conductivity p e mu = {p * e * mu / 100:.1f} S/cm")
print(f"mobility at k_F l = 1: {mu_limit * 1e4:.2f} cm^2/(V s)")
print(f"conductivity at k_F l = 1: {sigma_limit / 100:.0f} S/cm")
print(f"density at k_F l = 1, same mobility: {p_limit * 1e-6:.2e} cm^-3")
print("With the free-electron mass:")
print(f"  Fermi energy E_F = {E_F / e:.4f} eV")
print(f"  relaxation time tau = {tau * 1e15:.3f} fs")
print(f"  hbar/tau = {hbar / tau / e:.3f} eV")
print(f"  (hbar/tau)/E_F = {hbar / tau / E_F:.1f} (dimensionless)")
print("Neglected effects, each alone (dimensionless k l):")
print(f"  four valleys: {kl_valleys:.3f}")
print(f"  one spin-split band: {kl_split:.3f}")
for temperature in (300.0, 358.0):
    print(f"  k_B T at {temperature:.0f} K = "
          f"{k_B * temperature / e:.4f} eV")
    for mass_ratio in (0.3, 1.0, 2.0):
        factor = thermal_factor(mass_ratio * m_e, temperature)
        assert kl * factor < 1
        print(f"  {temperature:.0f} K, mass {mass_ratio:.1f} m_e: "
              f"factor {factor:.3f}, k l = {kl * factor:.3f}")
print(f"  mass ratio K = {K:.0f}, parallel average: factor "
      f"{parallel:.3f}, k l = {kl * parallel:.3f}")
print(f"  mass ratio K = {K:.0f}, series average: factor "
      f"{series:.3f}, k l = {kl * series:.3f}")
print(f"  density x 3 and mobility x 2: {kl_inputs:.3f}")
print("Rough product: spin-split, 358 K with m_e, series average:")
print(f"  k l = {kl_product:.2f} (dimensionless)")
print("tests ok")
```

Printed output:

```
hole density p = 1.0e+20 cm^-3
mobility mu = 1.0 cm^2/(V s)
Fermi wavevector k_F = 1.436 nm^-1
Fermi wavelength 2 pi/k_F = 4.38 nm
formal mean free path l = 0.0945 nm
k_F l = 0.1357 (dimensionless)
rough atomic spacing a = 0.3 nm
l/a = 0.315 (dimensionless)
mobility for l = a: 3.17 cm^2/(V s)
momentum width/k_F = 7.37 (dimensionless)
conductivity p e mu = 16.0 S/cm
mobility at k_F l = 1: 7.37 cm^2/(V s)
conductivity at k_F l = 1: 118 S/cm
density at k_F l = 1, same mobility: 2.00e+21 cm^-3
With the free-electron mass:
  Fermi energy E_F = 0.0786 eV
  relaxation time tau = 0.569 fs
  hbar/tau = 1.158 eV
  (hbar/tau)/E_F = 14.7 (dimensionless)
Neglected effects, each alone (dimensionless k l):
  four valleys: 0.054
  one spin-split band: 0.215
  k_B T at 300 K = 0.0259 eV
  300 K, mass 0.3 m_e: factor 1.039, k l = 0.141
  300 K, mass 1.0 m_e: factor 1.364, k l = 0.185
  300 K, mass 2.0 m_e: factor 2.045, k l = 0.278
  k_B T at 358 K = 0.0309 eV
  358 K, mass 0.3 m_e: factor 1.056, k l = 0.143
  358 K, mass 1.0 m_e: factor 1.485, k l = 0.202
  358 K, mass 2.0 m_e: factor 2.331, k l = 0.316
  mass ratio K = 10, parallel average: factor 0.663, k l = 0.090
  mass ratio K = 10, series average: factor 1.857, k l = 0.252
  density x 3 and mobility x 2: 0.565
Rough product: spin-split, 358 K with m_e, series average:
  k l = 0.59 (dimensionless)
tests ok
```
